# The Kardar-Parisi-Zhang slope term from growth along the surface normal

## What has to be decided

A continuum growth code that stores the surface as a height \(h(x,y,t)\) needs a decision about the slope term \((\lambda/2)|\nabla h|^2\): whether to include it, and with what coefficient. If the film thickens at the same speed \(v\) along its local normal everywhere, then \(\lambda=v\), the growth rate of a flat film, and nothing has to be fitted. If the normal speed depends on inclination, the coefficient can differ from \(v\) and can even vanish. Both cases are derived below. For uniform \(v\), the error made by stopping at the quadratic term is derived as well.

The surface is assumed smooth and single-valued, with no overhangs. The film lies below it, and \(v\) is positive for growth. At first \(v\) is the same at all places, times and inclinations. The symbol \(\nabla\) denotes the lateral gradient, \(\mathbf r=(x,y)\), and \(p=|\nabla h|\) is the slope. The factor \(1/2\) in the slope term is part of the definition of \(\lambda\).

## Vertical speed at a fixed lateral position

The surface is the zero level of \(z-h(\mathbf r,t)\). The gradient of this function, \((-\nabla h,1)\), is perpendicular to the surface and points out of the film. Its length is \(\sqrt{1+p^2}\), so the unit normal has the parts

\[
\mathbf n_\parallel=-\frac{\nabla h}{\sqrt{1+p^2}},\qquad
n_z=\frac{1}{\sqrt{1+p^2}} .
\]

In a time \(dt\) a surface point moves by \(v\,dt\) along the normal. It must then lie on the new surface:

\[
h(\mathbf r+v\mathbf n_\parallel dt,\;t+dt)=h(\mathbf r,t)+v n_z\,dt .
\]

Expanding the left side to first order in \(dt\) gives

\[
h+v\,dt\,\mathbf n_\parallel\!\cdot\!\nabla h+\frac{\partial h}{\partial t}dt
=h+v n_z\,dt .
\]

Cancel \(h\), divide by \(dt\), and insert the normal:

\[
\frac{\partial h}{\partial t}
=v\left(n_z-\mathbf n_\parallel\!\cdot\!\nabla h\right)
=v\,\frac{1+p^2}{\sqrt{1+p^2}}
=v\sqrt{1+|\nabla h|^2}. \tag{1}
\]

With \(p=\tan\theta\) this is \(v/\cos\theta\). The vertical component of the point's own velocity is \(v\cos\theta\), which is smaller. The difference arises because the point also moves sideways, and a grid column at fixed \(\mathbf r\) is reached by material from a neighbouring part of the slope. A height code needs the column speed, equation (1).

This was tested without using (1), by building the new surface as the upper envelope of small spheres centred on the old one. At a point with slopes \(-0.248\) and \(0.0687\) along the two axes, the envelope rises at \(1.032539\,v\), and (1) gives the same six decimals.

## The quadratic term

For small \(q=p^2\), write \(\sqrt{1+q}=1+aq+bq^2+\dots\) and square it:

\[
1+q=1+2aq+(a^2+2b)q^2+\dots
\]

Matching powers gives \(a=1/2\) and \(b=-a^2/2=-1/8\). Hence

\[
\frac{\partial h}{\partial t}
=v+\frac v2|\nabla h|^2-\frac v8|\nabla h|^4+\dots,
\qquad \lambda=v. \tag{2}
\]

The quadratic form never underestimates the speed, since \((1+p^2/2)^2=1+p^2+p^4/4\ge 1+p^2\). Relative to the slope term, the leading error is \((p^4/8)/(p^2/2)=p^2/4\). For an error of 1% in that term the slope must stay below about 0.2. At slope 0.3 the quadratic excess speed is 2.2% above the exact excess, at 0.5 it is 5.9% above, and at 1 it is 21% above. A code that can evaluate a square root may use (1) directly and avoid this error.

In the frame \(h=vt+u\), the constant drops out and the slope term stays:

\[
\frac{\partial u}{\partial t}=\frac v2|\nabla u|^2 .
\]

This is the lateral-growth part of the Kardar-Parisi-Zhang (KPZ) equation,

\[
\frac{\partial u}{\partial t}=\nu\nabla^2u+\frac\lambda2|\nabla u|^2+\eta .
\]

The smoothing coefficient \(\nu\) and the noise \(\eta\) do not follow from the geometry and need physics of their own.

For etching, \(v\) is negative. The derivation of (1) does not use the sign of \(v\), so \(\lambda=v\) is then negative too.

## When the normal speed depends on inclination

Take one lateral dimension, with signed slope \(m=\partial h/\partial x=\tan\theta\). The kinematic argument used the speed at one point only, so the vertical speed is

\[
V(m)=v(\theta)\sqrt{1+m^2},\qquad \theta=\arctan m .
\]

Let a prime on \(v\) mean \(d/d\theta\). Since \(d\theta/dm=1/(1+m^2)\),

\[
\frac{dV}{dm}=\frac{v'}{\sqrt{1+m^2}}+\frac{m v}{\sqrt{1+m^2}}
=\frac{v'+mv}{\sqrt{1+m^2}} .
\]

Differentiating again, the numerator gives \(v''/(1+m^2)+v+mv'/(1+m^2)\), and the denominator gives a second term:

\[
\frac{d^2V}{dm^2}
=\frac{v''+(1+m^2)v+mv'-m(v'+mv)}{(1+m^2)^{3/2}}
=\frac{v+v''}{(1+m^2)^{3/2}} .
\]

The terms in \(mv'\) and \(m^2v\) cancel. At zero slope,

\[
V(m)=v(0)+v'(0)\,m+\frac\lambda2m^2+\dots,\qquad
\lambda=v(0)+v''(0). \tag{3}
\]

The linear term vanishes if tilts to left and right are equivalent. Otherwise a moving coordinate removes it. With \(c=v'(0)\) and \(h(x,t)=H(x+ct,t)\), the left side of the growth equation becomes \(\partial_tH+c\,\partial_xH\), whose second part cancels the linear term on the right.

Three cases show what (3) does.

- **Isotropic speed.** Here \(v''=0\) and \(\lambda=v\).
- **Vertical beam, complete sticking, no voids.** A surface element tilted by \(\theta\) intercepts the flux of a horizontal area smaller by \(\cos\theta\), so \(v(\theta)=F\cos\theta\), with \(F\) the growth rate of a flat film. Then \(v''(0)=-F\) and \(\lambda=0\). Indeed \(V=F\) at every slope. In this model of molecular beam epitaxy, deposition supplies no KPZ term, and inserting \(\lambda=F\) would create material that the beam did not deliver.
- **Weak anisotropy.** For \(v(\theta)=v(0)[1+0.1\sin^2\theta]\), \(v''(0)=0.2\,v(0)\) and \(\lambda=1.2\,v(0)\). A 10% coefficient in the speed law changes \(\lambda\) by 20%, because \(\lambda\) contains a second derivative.

Equation (3) requires \(v(\theta)\) to be twice differentiable at \(\theta=0\). If a facet gives \(v=v_0+c|\theta|\), the leading slope term is \(c|m|\), and no quadratic coefficient describes it near zero slope.

Equation (3) also gives a way to obtain \(\lambda\) from an atomistic growth simulation: grow films of imposed mean slope \(m\), \(0\) and \(-m\), and form

\[
\lambda\approx\frac{V(m)+V(-m)-2V(0)}{m^2}.
\]

Here \(V\) is the measured vertical speed of the tilted film as a whole, so roughness below the continuum grid is included. For isotropic planes, (2) predicts that this quotient equals \(v(1-m^2/4)\) to next order. With \(m=0.01\) the envelope construction gives \(0.99998\,v\), as it should.

## Finite growth of a ridge

Equation (2) is local in time. An implementer also needs to know how its error builds up and when the smooth solution ends. Let \(R=vt\) be the thickness grown along the normal, and let the speed be isotropic. For an initial profile \(h_0(x)\), consider

\[
h_{\rm ex}(x,R)=\max_{|y|\le R}\left[h_0(x+y)+\sqrt{R^2-y^2}\right], \tag{4}
\]

\[
h_{\rm q}(x,R)=\max_y\left[h_0(x+y)+R-\frac{y^2}{2R}\right]. \tag{5}
\]

Equation (4) is the upper envelope of circles of radius \(R\) centred on the old surface. At a maximum the derivative with respect to \(y\) vanishes, so the shift of \(y\) does not contribute to first derivatives of the maximum. The slope of either solution is therefore \(p=h_0'(x+y)\), where \(p\) now carries a sign.

For (4), the condition at the maximum is \(p=y/\sqrt{R^2-y^2}\), so \(1+p^2=R^2/(R^2-y^2)\). The derivative with respect to \(R\) is \(R/\sqrt{R^2-y^2}=\sqrt{1+p^2}\), which is equation (1). For (5), the condition is \(p=y/R\), and the derivative with respect to \(R\) is \(1+y^2/(2R^2)=1+p^2/2\), which is the quadratic equation. As \(R\to0\), \(y\to0\) and both return \(h_0\).

Now take \(h_0=A\cos kx\), with largest slope \(s=Ak\) and largest upward curvature \(Ak^2\). The second derivative of the bracket in (5) with respect to \(y\) is \(h_0''-1/R\). It is negative everywhere while

\[
R<R_c=\frac1{Ak^2}. \tag{6}
\]

The maximum is then unique and the solution smooth. In (4) the square root contributes \(-R^2/(R^2-y^2)^{3/2}\le-1/R\), so the same condition suffices.

**Crests and valleys.** In (5), the material at \(x\) comes from \(\xi=x+y\), with \(y=Rh_0'(\xi)\), so \(x=\xi-Rh_0'(\xi)\). The slope is \(h_0'(\xi)\), and its derivative is

\[
\frac{\partial p}{\partial x}=\frac{h_0''(\xi)}{1-Rh_0''(\xi)} .
\]

At a crest \(h_0''=-Ak^2\), and at a valley \(h_0''=+Ak^2\). The magnitudes of the curvature become

\[
\kappa_{\rm crest}=\frac{Ak^2}{1+RAk^2},\qquad
\kappa_{\rm valley}=\frac{Ak^2}{1-RAk^2}. \tag{7}
\]

The crest radius grows by \(R\) and the valley radius shrinks by \(R\). The exact law has \(y=Rp/\sqrt{1+p^2}\), which agrees with \(y=Rp\) to first order at \(p=0\), so (7) holds for it as well. At \(R_c\) the curvature at the valley diverges, while the slope is still continuous. Beyond \(R_c\) the valley is a kink, called the cusp below, and a height code needs a smoothing term or a scheme that handles kinks. For etching, the picture is turned upside down: valleys broaden and crests sharpen.

**Mean height.** Let \(\langle\cdot\rangle\) be the average over one period. Differentiating the quadratic equation with respect to \(x\) gives \(\partial_Rp=p\,\partial_xp\), so

\[
\frac{d}{dR}\langle p^2\rangle=2\langle p^2\partial_xp\rangle
=\frac23\langle\partial_x(p^3)\rangle=0 .
\]

The last average vanishes because the profile is periodic. The mean square slope keeps its initial value \(s^2/2\), and the mean gain before the cusp is

\[
\Delta_{\rm q}=R\left(1+\frac{s^2}{4}\right). \tag{8}
\]

For exact growth the mean speed is \(v\langle\sqrt{1+p^2}\rangle=v\ell/L\), where \(\ell\) is the arc length of one period \(L\). Here \(\partial_Rp=p\,\partial_xp/\sqrt{1+p^2}\), and therefore

\[
\frac{d}{dR}\left\langle\sqrt{1+p^2}\right\rangle
=\left\langle\frac{p^2\partial_xp}{1+p^2}\right\rangle
=\left\langle\partial_x(p-\arctan p)\right\rangle=0 .
\]

The arc length is constant, and \(\Delta_{\rm ex}=R\ell/L\). Both results can serve as checks of a new code before the cusp.

**Error bound.** With \(w=y^2/R^2\le1\), \((1-w/2)^2\ge1-w\) gives \(\sqrt{1-w}\le1-w/2\). Every candidate in (4) is thus no higher than the same candidate in (5), and \(h_{\rm ex}\le h_{\rm q}\). Conversely, insert the maximizer \(y=Rp\) of (5) into (4), which is allowed for \(s<1\). It gives a lower limit on \(h_{\rm ex}\), so

\[
h_{\rm q}-h_{\rm ex}\le R\left[1-\frac{p^2}2-\sqrt{1-p^2}\right].
\]

The bracket grows with \(p^2\), because its derivative with respect to \(p^2\) is \(-\tfrac12+\tfrac1{2\sqrt{1-p^2}}\ge0\). Since \(|p|\le s\),

\[
0\le h_{\rm q}-h_{\rm ex}\le
R\left[1-\frac{s^2}{2}-\sqrt{1-s^2}\right]. \tag{9}
\]

## Worked example: amorphous silicon on a ridged surface

Consider amorphous silicon grown from silane at \(v=2\) nm/min, 823 K and 0.3 Torr. The starting surface has \(A=50\) nm and \(L=1000\) nm, and \(R=100\) nm is grown in 50 min. The coefficient is \(\lambda=2\) nm/min.

The largest slope is \(s=2\pi\times50/1000=0.314\), and \(s^2/2=0.0493\). At the steepest point the quadratic equation gives an initial vertical speed of \(2\times1.0493=2.099\) nm/min. The exact value is 2.096 nm/min.

The arc length is \(1.0242\,L\), so the exact mean gain is 102.42 nm. Equation (8) gives \(100(1+0.0247)=102.47\) nm. The slope term thus adds about 2.4 nm to the mean thickness, and the quadratic equation overstates this addition by about 2%. A vertical beam with the same flat-film rate would add 100 nm.

The initial radius at crest and valley is \(1/(Ak^2)=507\) nm. After growth it is 607 nm at the crest and 407 nm at the valley, as (7) requires. The cusp would form at 507 nm of growth, so this film is well within the smooth regime. The largest height error of the quadratic equation is 0.12 nm, below the bound of 0.13 nm from (9). These profiles came from the envelope (4) and from a separate numerical integration of the quadratic equation. The full values are in the numerical output.

## What the model leaves out

The first three effects below are sized as fractions of \(v\), for comparison with the peak KPZ term of 0.049. The surface energy \(\gamma=1\) J/m², atomic volume \(\Omega=0.02\) nm³ and surface diffusivity \(D=10\) nm²/s are rough inputs.

**Curvature.** A crest of curvature \(\kappa\) raises the chemical potential by \(\gamma\Omega\kappa\), and so raises the flux leaving the surface by the fraction \(\gamma\Omega\kappa/k_BT\) to first order. If that back flux equalled the net growth flux, the speed at the initial crest would change by 0.0035, or 7% of the peak KPZ term. A smaller back flux reduces the effect in proportion.

**Surface diffusion.** With \(\Omega^{-2/3}\) sites per area and \(\mu=-\gamma\Omega\,\partial_x^2h\) at small slope, the surface current is \(-(D\Omega^{-2/3}/k_BT)\,\partial_x\mu\). Minus its divergence, times \(\Omega\), gives the rate of height change \(-B\,\partial_x^4h\), with \(B=D\gamma\Omega^{4/3}/k_BT\). At the initial crest its magnitude is \(BAk^4\), about \(10^{-5}v\). The valley sharpens during growth, and by the end the effect there is about 2.5 times larger. These figures use the small-slope form. The full curvature, differentiated along the arc, adds a term \(3(\partial_x^2h)^3\) that survives at crest and valley and multiplies the initial rate by \(1+3s^2=1.30\). The diffusivity is the least certain input, but it would have to be some 350 times larger in the small-slope form, or about 290 times with the full curvature, for the effect to reach 1% of \(v\) by then.

**Shadowing.** The estimated mean free path in the gas, about 400 µm for a rough molecular diameter of 0.4 nm, far exceeds the ridge period, so molecules cross the valley without collisions. Under the cosine law, arrival directions are uniform when projected on a unit disc. Ridges with horizon angle \(\alpha\) leave open the ellipse \(n_x^2/\cos^2\alpha+n_y^2<1\), a fraction \(\cos\alpha\) of the disc. For the initial valley the blocked fraction is 0.025. If every molecule stuck on first impact, shadowing at the valley bottom would therefore be half as large as the peak KPZ term, and larger still on parts of the flanks, and \(v\) could not be called uniform. If silane itself supplies all the growth, the growth rate divided by the silane impact rate gives a sticking probability of \(2.6\times10^{-6}\). Molecules that do not stick are re-emitted and refill the valley, so the deficit is of the order of the blocked fraction times the sticking probability, about \(6\times10^{-8}\). Low sticking is a condition of the model. Reactive radicals formed in the gas can stick far more readily, and any share of the growth that they supply is shadowed much more strongly.

**Noise.** Independent arrival of \(N=a^2R/\Omega\) atoms on a patch of width \(a\) gives a height scatter \(\Omega\sqrt N/a^2=\sqrt{\Omega R}/a\). This is 0.014 nm for \(a=100\) nm. Without smoothing it would grow as \(1/a\) and reach about 0.5 nm for \(a=3\) nm. Surface diffusion, through the term \(-B\,\partial_x^4h\), damps ripples at a rate that grows as the inverse fourth power of their period, so the scatter at that scale can be much smaller. A code meant to predict roughness there needs both the noise and the smoothing term.

**The real case.** The temperature, pressure and growth rate are rough typical values for low-pressure deposition of amorphous silicon; the ridge profile is a chosen test shape. An amorphous film has no crystal directions, which supports an isotropic \(v\). The assumption can fail if the film crystallizes during growth, and it generally fails for epitaxy on a crystalline substrate, where \(v''(0)\) or a facet cusp enters. The weak anisotropy considered above would move \(\lambda\) from 2.0 to 2.4 nm/min at the same flat-film rate. Where \(v(\theta)\) is anisotropic but smooth at \(\theta=0\), \(\lambda\) should come from (3) or the tilt formula, not from the growth rate alone. Both apply to one direction of tilt at a time. If the result depends on that direction, a single coefficient of \(|\nabla h|^2\) is not enough.

## Calculated quantities

```
normal speed v: 2.00 nm/min
temperature: 823 K; pressure: 0.30 Torr
ridge amplitude A: 50 nm; period L: 1000 nm
thickness grown R: 100 nm; time: 50.0 min
2D test point, slopes: -0.24784, 0.06866
2D vertical/normal speed, envelope: 1.032539
2D vertical/normal speed, formula: 1.032539
lambda/v from tilted planes: 0.99998
lambda: 2.0000 nm/min
quartic coefficient / v, from slope 0.1: -0.12438
lambda/F, vertical beam v=F cos(theta): 0.000
lambda/v(0), v=v(0)[1+0.1 sin^2(theta)]: 1.200
slope 0.1: excess speed/v exact 0.00499, quadratic 0.00500, error 0.25 %
slope 0.3: excess speed/v exact 0.04403, quadratic 0.04500, error 2.20 %
slope 0.5: excess speed/v exact 0.11803, quadratic 0.12500, error 5.90 %
slope 1.0: excess speed/v exact 0.41421, quadratic 0.50000, error 20.71 %
largest initial ridge slope s: 0.3142
vertical speed there, exact: 2.0964 nm/min
vertical speed there, quadratic: 2.0987 nm/min
arc length / period: 1.024235
mean height gain, exact envelope: 102.4235 nm
mean height gain, quadratic equation: 102.4674 nm
largest height error of quadratic: 0.1161 nm
bound on that error: 0.1282 nm
initial crest and valley radius: 506.6 nm
final crest radius: 606.6 nm
final valley radius: 406.6 nm
thickness at which the valley forms a cusp: 506.6 nm
rough surface energy: 1.0 J/m^2
rough atomic volume: 0.020 nm^3
rough surface diffusivity: 10 nm^2/s
rough molecular diameter: 0.4 nm
thermal energy kT: 0.07092 eV
Fractions of v (dimensionless):
  KPZ term at steepest point: 0.04935
  neglected higher slope terms there: 0.00116
  curvature effect, back flux = net flux: 0.00347
  surface diffusion at crest: 1.12e-05
  shadowing at valley if all molecules stick: 0.02495
  shadowing at valley, actual sticking: 6.41e-08
sticking probability from growth rate: 2.57e-06
gas mean free path: 400 micrometres
deposition noise on 100 nm square patch: 0.0141 nm
```
